# Second Born Dirac scattering, the Dalitz phase and the McKinley-Feshbach correction, part 2

Electrons scatter from the fixed screened Coulomb potential energy $V(r)=-\zeta e^{-\mu r}/r$. Here $\zeta=Z\alpha$, $\alpha$ is the fine-structure constant and $1/\mu$ is the screening length; $\zeta\to-\zeta$ describes positrons. Units are $\hbar=c=1$, and numerical values also take the electron mass $m$ as one. The incoming and outgoing momenta $\mathbf p,\mathbf p'$ have length $p$, the energy is $E$, the speed is $\beta=p/E$ and the scattering angle is $\theta$. Write $s=\sin(\theta/2)$, $c=\cos(\theta/2)$ and $q=|\mathbf p'-\mathbf p|=2ps$.

The spinors $u,u'$ have projectors $\Lambda,\Lambda'$, with $\Lambda'=(E+\boldsymbol\alpha\cdot\mathbf p'+\gamma^0m)/(2E)$, where $\boldsymbol\alpha,\gamma^0$ are Dirac matrices. For given spins $d\sigma/d\Omega=|f|^2$, with

$$
f=-\frac{E}{2\pi}\,u'^\dagger\int d^3r\,e^{-i\mathbf p'\cdot\mathbf r}\,V(r)\psi(\mathbf r).
$$

The first Born amplitude, its spin average and the Rutherford cross section (for $\mu\to0$) are

$$
f_1=\frac{2E\zeta}{q^2+\mu^2}\,u'^\dagger u. \tag{1}
$$

$$
\frac12\operatorname{Tr}(\Lambda'\Lambda)=\frac{4(E^2+\mathbf p\cdot\mathbf p'+m^2)}{8E^2}
=\frac{2E^2-2p^2s^2}{2E^2}=1-\beta^2s^2 . \tag{2}
$$

$$
\sigma_R=\left(\frac{2E\zeta}{4p^2s^2}\right)^2=\frac{\zeta^2E^2}{4p^4s^4}. \tag{3}
$$

The second Born amplitude is

$$
f_2=\frac{E\zeta^2}{\pi^2}\,u'^\dagger\left[E(I+J)+\gamma^0m(I-J)\right]u. \tag{4}
$$

With $D=(\mathbf k-\mathbf p)^2+\mu^2$ and $D'=(\mathbf k-\mathbf p')^2+\mu^2$, $I$ is the integral of $1/[(k^2-p^2-i0)DD']$ over $d^3k$. An extra factor $\mathbf k$ gives $J(\mathbf p+\mathbf p')/2$. Omitting the propagator from $I$ gives $K$; omitting $D'$ gives $H$. With $A^2=\mu^4+4p^2\mu^2+4p^4s^2$,

$$
I=\frac{\pi^2}{psA}\left[\arctan\frac{\mu ps}{A}+\frac i2\ln\frac{A+2p^2s}{A-2p^2s}\right]. \tag{6}
$$

$$
K=\frac{\pi}{2}\int d^3r\,\frac{e^{-2\mu r}}{r^2}e^{i(\mathbf p'-\mathbf p)\cdot\mathbf r}
=\frac{2\pi^2}{q}\int_0^\infty dr\,e^{-2\mu r}\frac{\sin qr}{r}
=\frac{2\pi^2}{q}\arctan\frac q{2\mu}. \tag{7}
$$

$$
H=\frac{\pi^2}{p}\left[\arctan\frac{2p}{\mu}+\frac i2\ln\left(1+\frac{4p^2}{\mu^2}\right)\right]. \tag{8}
$$

$$
2p^2c^2J=K+(2p^2+\mu^2)I-H. \tag{9}
$$

For $\mu\ll ps$,

$$
I\to\frac{i\pi^2}{2p^3s^2}\,(\ell+\ln s),\qquad \ell=\ln\frac{2p}{\mu}. \tag{10}
$$

$$
\operatorname{Re}J\to\frac{\pi^3}{2p}\,\frac{1-s}{s}\,\frac1{2p^2c^2}
=\frac{\pi^3}{4p^3s(1+s)}, \tag{11}
$$

$$
\operatorname{Im}J\to\frac{\pi^2}{2p^3c^2}\left[\frac{\ell+\ln s}{s^2}-\ell\right]
=\frac{\pi^2}{2p^3s^2}\left[\ell+\frac{\ln s}{c^2}\right], \tag{12}
$$

Imaginary parts come from intermediate momenta on the energy shell, $k=p$; real parts come from off-shell momenta. To locate the logarithm, take $\mathbf k$ on the shell at a small angle $\vartheta$ from $\mathbf p$, where $D\simeq p^2\vartheta^2+\mu^2$ and $D'\simeq q^2$. The contribution of this region to $\operatorname{Im}I$ is, to logarithmic accuracy,

$$
\frac{\pi p}{2q^2}\int\frac{2\pi\vartheta\,d\vartheta}{p^2\vartheta^2+\mu^2}
\simeq\frac{\pi^2}{pq^2}\ln\frac p\mu .
$$

An equal contribution comes from $\mathbf k$ nearly parallel to $\mathbf p'$. Their sum is $\pi^2\ln(p/\mu)/(2p^3s^2)$, which is the logarithm in (10). It is a collinear logarithm: one of the two scatterings does nearly all the deflecting, while the other barely changes the direction. The angle $\mu/p$ at which the small deflection is cut off is set by the screening.

In (4) the logarithm cancels from $I-J$ and doubles in $I+J$. The part of $f_2$ proportional to $\ell$ is therefore

$$
f_2^{(\ell)}=\frac{E\zeta^2}{\pi^2}\,E\,\frac{i\pi^2\ell}{p^3s^2}\,u'^\dagger u
=\frac{iE^2\zeta^2\ell}{p^3s^2}\,u'^\dagger u .
$$

For $\mu\to0$ the first amplitude is $f_1=E\zeta\,u'^\dagger u/(2p^2s^2)$. Division gives

$$
f_2^{(\ell)}=i\Phi f_1,\qquad \Phi=\frac{2\zeta}{\beta}\ln\frac{2p}{\mu}. \tag{13}
$$

This is the linear term of $e^{i\Phi}f_1$, and $\Phi$ is the Dalitz phase. It is the same for every pair of spin states. Replacing $2p$ by $q$ in the logarithm would move a factor depending on angle, but not on spin, between the phase and the rest, without changing the cross section.

The second Born term alone cannot prove that $1+i\Phi$ is the beginning of an exponential. At small angles this can be seen from the eikonal approximation. Squaring the Dirac equation gives $[\nabla^2+(E-V)^2-m^2]\psi=0$ up to spin terms containing $\nabla V$. Drop those terms and $V^2$, and write $\psi=ue^{ipz}\phi$. Neglecting second derivatives of the slowly varying $\phi$ leaves

$$
\frac{\partial\phi}{\partial z}=-\frac{iE}{p}V\phi .
$$

Its solution is a pure phase along each straight path. At impact parameter $b$ the total phase is

$$
\chi(b)=-\frac1\beta\int_{-\infty}^{\infty}V\,dz=2\eta K_0(\mu b),\qquad \eta=\frac\zeta\beta,
$$

with $K_0$ the modified Bessel function. Replacing $V\phi$ in the amplitude by $i(p/E)\,\partial\phi/\partial z$ allows the $z$ integration to be done. Neglecting the small longitudinal momentum transfer and omitting the spinor factor,

$$
f_{\rm eik}=-ip\int_0^\infty b\,db\,J_0(qb)\left[e^{i\chi(b)}-1\right],
$$

where $J_0$ is the ordinary Bessel function. For $\mu b\ll1$, $K_0(\mu b)\simeq-\ln(\mu b/2)-\gamma_E$, with $\gamma_E$ Euler's constant. The screening then enters $e^{i\chi}$ as the factor $\mu^{-2i\eta}=e^{-2i\eta\ln\mu}$, and the term $-1$ does not contribute at $q\ne0$. Within this approximation the dependence on $\mu$ is a phase, with the whole exponential present.

The remaining integral, taken with a convergence factor that is removed at the end, is

$$
\int_0^\infty db\,b^{1-2i\eta}J_0(qb)=2^{1-2i\eta}q^{-2+2i\eta}\,\frac{\Gamma(1-i\eta)}{\Gamma(i\eta)} .
$$

With $\Gamma(i\eta)=\Gamma(1+i\eta)/(i\eta)$ it yields

$$
f_{\rm eik}\to\frac{2p\eta}{q^2}\,
e^{2i\eta[\ln(q/\mu)-\gamma_E]}\,
\frac{\Gamma(1-i\eta)}{\Gamma(1+i\eta)} .
$$

The gamma functions are complex conjugates of each other, so their ratio has modulus one. The program tests this limit by integrating with the full $K_0$ at $\eta=0.3$ and $q/\mu=100$. The modulus relative to the screened Born amplitude $2p\eta/(q^2+\mu^2)$ is 0.9998 although the phase is 2.742 rad. The logarithm alone would give 2.763 rad. The difference agrees to $2\times10^{-4}$ rad with the constant $-2\eta\gamma_E+2\arg\Gamma(1-i\eta)$, whose terms linear in $\eta$ cancel.

For the cross section through order $\zeta^3$ at general angles, the linear term is enough. Since $f_1$ is of order $\zeta$ and $f_2$ of order $\zeta^2$, the expansion is

$$
|f|^2=|f_1|^2+2\operatorname{Re}(f_1^*f_2)+O(\zeta^4).
$$

The term $i\Phi f_1$ contributes $2\operatorname{Re}(i\Phi|f_1|^2)=0$. The rest of $f_2$ requires one more spin average, the overlap of $u'^\dagger u$ with $u'^\dagger\gamma^0u$:

$$
\frac12\sum(u'^\dagger u)^*(u'^\dagger\gamma^0u)
=\frac12\operatorname{Tr}(\Lambda\Lambda'\gamma^0).
$$

The surviving traces pair the $E$ of one projector with the $\gamma^0m$ of the other. There are two such products, each with trace $4Em$, and therefore

$$
\frac12\operatorname{Tr}(\Lambda\Lambda'\gamma^0)=\frac{8Em}{8E^2}=\frac mE. \tag{14}
$$

Both spin averages, (2) and (14), are real. All imaginary parts of $I$ and $J$ therefore drop out of the unpolarized interference, including the finite terms with $\ln s$ that are not part of $\Phi$. Write $\langle\cdots\rangle$ for the average over initial and sum over final spins. With $m^2/E^2=1-\beta^2$,

$$
\langle2\operatorname{Re}f_1^*f_2\rangle
=\frac{E^3\zeta^3}{\pi^2p^2s^2}
\operatorname{Re}\left[(1-\beta^2s^2)(I+J)+(1-\beta^2)(I-J)\right]. \tag{15}
$$

The prefactor is twice the product of $E\zeta/(2p^2s^2)$ and $E\zeta^2/\pi^2$, with one more $E$ taken out of the bracket. In the limit $\mu\to0$ the real part of $I$ vanishes. The coefficient of $J$ is

$$
(1-\beta^2s^2)-(1-\beta^2)=\beta^2(1-s^2)=\beta^2c^2 .
$$

Inserting (11) and using $c^2/(1+s)=1-s$,

$$
\langle2\operatorname{Re}f_1^*f_2\rangle
=\frac{E^3\zeta^3}{\pi^2p^2s^2}\,\beta^2c^2\,\frac{\pi^3}{4p^3s(1+s)}
=\frac{\pi E^3\zeta^3\beta^2(1-s)}{4p^5s^3}.
$$

Division by $\sigma_R$ multiplies this by $4p^4s^4/(\zeta^2E^2)$. What remains is $\pi\zeta(E/p)\beta^2s(1-s)$, and $E/p=1/\beta$. The cross section is therefore

$$
\frac{d\sigma}{d\Omega}=\sigma_R\left[1-\beta^2\sin^2\frac\theta2
+\pi Z\alpha\beta\sin\frac\theta2\left(1-\sin\frac\theta2\right)\right]+O(\zeta^4). \tag{16}
$$

The last term in the bracket is the McKinley-Feshbach correction. It is an addition to the ratio to Rutherford; the correction relative to the first Born result is obtained by dividing it by $1-\beta^2s^2$. It raises the cross section for electrons and lowers it for positrons. By its origin in $\operatorname{Re}J$, it measures the off-shell part of double scattering.

At low speed the correction vanishes in proportion to $\beta$, and the bracket tends to one. That statement concerns the coefficient of the expansion; using the expansion also requires $\zeta/\beta$ to be small. In the forward direction the correction vanishes relative to $\sigma_R$ because of the factor $s$. In the backward direction it vanishes because $\operatorname{Re}J$ stays finite while its weight $\beta^2c^2$ goes to zero. For $\beta\to1$ the first Born factor becomes $c^2=(1-s)(1+s)$, and the relative correction is

$$
\frac{\pi\zeta s(1-s)}{(1-s)(1+s)}=\pi\zeta\,\frac{s}{1+s}.
$$

In this limit it rises towards $\pi\zeta/2$ as $\theta\to\pi$, although both terms of the cross section then vanish. Since $1-\beta^2s^2=c^2+(1-\beta^2)s^2$, this form requires $c\gg m/E$. At finite mass the relative correction turns over and goes to zero at $\theta=\pi$.

The first effect of finite screening on the interference comes from the terms linear in $\mu$. From (6), $\arctan(\mu ps/A)\simeq\mu/(2p)$, which gives $\delta\operatorname{Re}I=\pi^2\mu/(4p^4s^2)$. From (7) and (8), $\delta K=-\pi^2\mu/(p^2s^2)$ and $\delta\operatorname{Re}H=-\pi^2\mu/(2p^2)$. Then (9) gives

$$
2p^2c^2\,\delta\operatorname{Re}J
=\frac{\pi^2\mu}{p^2}\left[-\frac1{s^2}+\frac1{2s^2}+\frac12\right]
=-\frac{\pi^2\mu c^2}{2p^2s^2},
$$

so that $\delta\operatorname{Re}J=-\delta\operatorname{Re}I$. In the bracket of (15) the sum $I+J$ is unchanged and $I-J$ changes by $2\,\delta\operatorname{Re}I$. Dividing by the unscreened $\sigma_R$ leaves the addition

$$
\frac{2\zeta(1-\beta^2)\mu}{\beta p}, \tag{17}
$$

which does not depend on angle. The first Born term changes at second order, by the factor $(1+\mu^2/q^2)^{-2}$. That factor follows from (1) at any $q$, but it is close to one only for $\mu\ll q$, and (17) presupposes $\mu\ll q$. The unscreened limit therefore fails at angles of order $\mu/p$ and below, where screening suppresses the scattering itself.

For lithium, $Z=3$ and $\zeta=0.02189$. A kinetic energy of 1 MeV gives $E=2.957$, $p=2.783$ and $\beta=0.9411$, with energy in units of $mc^2$ and momentum in units of $mc$. Hence $\eta=\zeta/\beta=0.02326$. The screening length is set to the round model value of 1 bohr, which corresponds to $\mu=0.007297$ and $\mu/p=0.00262$. The Dalitz phase is then

$$
\Phi=2(0.02326)\ln\frac{2(2.783)}{0.007297}=0.309\ \text{rad}.
$$

Its square is 0.095. Had $|f_2|^2$ been added to the cross section by itself, its logarithmic part $|f_2^{(\ell)}|^2=\Phi^2|f_1|^2$ would have brought in a spurious increase of about 9.5 percent of the first Born value. That figure depends on how the logarithm is split off. At $60^\circ$, where $q=p$, writing $q$ for $2p$ in $\Phi$ gives 7.6 percent, and the whole of the spin-averaged $|f_2|^2$ amounts to 7.4 percent. The interference $2\operatorname{Re}f_1^*f_3$ with the third Born amplitude is of the same order $\zeta^4$ and may not be omitted beside it. If the phase exponentiates, $f_3$ contains $-\tfrac12\Phi^2f_1$, and this interference contributes $-\Phi^2|f_1|^2$, which cancels the spurious term.

The function $s(1-s)$ has derivative $1-2s$ and is largest at $s=\tfrac12$, that is at $60^\circ$. There the first Born factor and the correction are

$$
1-\frac{(0.9411)^2}{4}=0.7786,\qquad
\frac{\pi(0.02189)(0.9411)}{4}=0.0162 .
$$

Their ratio is 2.08 percent. Relative to the first Born value the correction is larger at $90^\circ$, where it is $0.0134/0.5572$, or 2.4 percent, because the denominator has fallen further.

The Rutherford cross section at $60^\circ$ is 0.4168 b/sr. The first Born approximation gives 0.3246 b/sr. With the correction the result is

$$
\frac{d\sigma}{d\Omega}=0.4168\,(0.7786+0.0162)\ \text{b/sr}=0.3313\ \text{b/sr},
$$

or $1.183\times10^{-8}$ bohr$^2$/sr. The linear screening term (17) adds $1.4\times10^{-5}$ to the ratio. Since $q=p$ at this angle, the screening of the first Born term lowers the ratio by about $2(0.00262)^2(0.7786)=1.1\times10^{-5}$. Neither matters at the accuracy quoted.

The size of the neglected orders can be judged from the exact solution for an unscreened Coulomb potential. That solution is used here for comparison and plays no part in the derivation. Its partial waves are labelled by the nonzero integer $\kappa$, with $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$. With $\gamma=\sqrt{\kappa^2-\zeta^2}$, the phase factors are

$$
S_\kappa=\frac{\kappa-i\zeta m/p}{\gamma-i\eta}\,
\frac{\Gamma(\gamma+1-i\eta)}{\Gamma(\gamma+1+i\eta)}\,e^{i\pi(l-\gamma)} .
$$

The cross section is $|F|^2+|G|^2$, where $F$ and $G$ are the amplitudes without and with spin flip:

$$
F=\frac1{2ip}\sum_l\left[(l+1)S_{-l-1}+lS_l\right]P_l(\cos\theta),\qquad
G=\frac1{2ip}\sum_{l\ge1}\left[S_l-S_{-l-1}\right]P_l^1(\cos\theta).
$$

The series for $F$ does not converge as written. The program multiplies both series by $(1-\cos\theta)^3$, rearranges them with the recurrence relations of the Legendre functions so that the new coefficients fall off rapidly, and divides the factor out after summation. It also tests relative phases of three low partial waves by integrating the radial Dirac equation at $\zeta=0.5$.

At $60^\circ$ the exact ratio for electrons is 0.7954, against 0.7948 from (16). For positrons it is 0.7630, against 0.7624. Half the difference between the exact values is 0.0162, which is the correction itself. The formula falls short by about $6\times10^{-4}$ for both charges, so most of the remainder is even in $\zeta$, as a term of relative order $\zeta^2$ must be. At the five angles from $30^\circ$ to $150^\circ$ in the numerical output, the exact electron ratio lies above the formula by between $2\times10^{-4}$ and $6\times10^{-4}$.

Two further tests connect this comparison with the expansion. At $\zeta=0.002$ the part of the exact ratio odd in $\zeta$ agrees with the correction to about two parts in $10^5$ at all five angles. When $\zeta$ is doubled from 0.005 to 0.01, the largest remainder grows by a factor of 4.02, close to the factor of four expected from $\zeta^2$. The same growth limits the use of (16) as $Z$ rises. For 1 MeV electrons at $90^\circ$ it lies below the exact point-Coulomb value by about 2 percent at $Z=13$, 10 percent at $Z=29$ and 50 percent at $Z=79$, where higher orders must be summed.

## Values computed for the example and the checks

```
Natural units: hbar = c = m_e = 1
Li nucleus, Z = 3; kinetic energy = 1.0 MeV
energy E = 2.95695 m_e c^2
momentum p = 2.78273 m_e c
speed beta = 0.941079
zeta = Z alpha = 0.021892
eta = zeta/beta = 0.023263
screening length = 1.0 bohr
mu = 0.007297 m_e c; mu/p = 0.002622
Dalitz phase Phi = 0.30878 rad
Phi^2 (false term if |f2|^2 is kept alone) = 0.09535
Ratios to Rutherford, unscreened:
theta/deg  s        1-b^2s^2  MF term   exact     exact-sum
    30   0.25882  0.940674  0.012416  0.953447  +3.57e-04
    60   0.50000  0.778592  0.016181  0.795399  +6.25e-04
    90   0.70711  0.557185  0.013405  0.571204  +6.14e-04
   120   0.86603  0.335777  0.007510  0.343699  +4.12e-04
   150   0.96593  0.173696  0.002130  0.176014  +1.87e-04
At 60 degrees:
MF term relative to Mott factor = 2.078 %
MF term with screening kept = 0.016195
linear screening correction = 1.395e-05
exact ratio for positrons = 0.763013
MF formula for positrons = 0.762412
Rutherford cross section = 0.416843 b/sr
first Born cross section = 0.324551 b/sr
with MF term = 0.331296 b/sr
with MF term = 1.18308e-08 bohr^2/sr
exact cross section = 0.331557 b/sr
Checks (largest deviations):
loop integrals, quadrature vs closed: 7.4e-15
Feynman-parameter form of I: 8.3e-15
spin-summed interference: 1.1e-14
zero-screening limits of I and J: 1.5e-06
Dalitz phase in every spin amplitude: 9.1e-08
slope of the screening correction: 8.7e-04
eikonal, eta = 0.3, q/mu = 100: modulus 0.99983
eikonal phase = 2.7422 rad; 2 eta ln(q/mu) = 2.7631 rad
exact phases vs radial equation: 3.1e-04
odd part of exact ratio vs MF, zeta = 0.002: 2.2e-05
remainder, zeta 0.01 over 0.005: 4.018
```
